# Mean free path of hydrogen at 5 Pa and gap flow

**Question.** A vacuum chamber of a lithography scanner holds hydrogen at 5 Pa and 300 K. How far does a molecule travel between collisions, how does that distance scale with pressure and temperature, and for which gap widths is the flow neither that of a viscous fluid nor that of independent molecules?

**Answer.** The comparison needed is between two lengths: the mean free path $\lambda$ and the gap width $L$. Their ratio is the Knudsen number,

$$\mathrm{Kn}=\frac{\lambda}{L}.$$

By convention the flow is called transitional when $0.1<\mathrm{Kn}<10$. These edges mark a gradual change, so they serve as labels and not as sharp boundaries. The first task is to find $\lambda$.

## From pressure to collision rate

Treat the gas as dilute, at rest and in thermal equilibrium. Each Cartesian velocity component then has a Gaussian distribution with mean zero and variance $kT/m$, where $m$ is the mass of an H$_2$ molecule.

Pressure fixes the number density $n$. A molecule that strikes a wall with normal velocity $v_x>0$ and rebounds transfers momentum $2mv_x$. The number of such molecules arriving per unit area and time is $nv_x$ times their share of the distribution. Half of all molecules move towards the wall, so

$$p=n\,\frac12\,2m\langle v_x^2\rangle=nm\frac{kT}{m}=nkT,
\qquad n=\frac{p}{kT}.$$

Now model the molecules as spheres of diameter $d$. Two of them touch when their centres are a distance $d$ apart. Seen from one molecule, another with relative speed $g$ will strike it within a time $t$ if its centre lies in a cylinder of cross-section $\pi d^2$ and length $gt$. The cylinder contains on average $n\pi d^2gt$ centres. Dividing by $t$ and averaging over relative speeds gives the collision rate of one molecule,

$$\nu=n\pi d^2\langle g\rangle .$$

This step assumes that the positions and velocities of the partners are uncorrelated before they meet, which is reasonable when the spheres fill a tiny part of the volume. Here $nd^3=2.4\times10^{-8}$.

The mean relative speed exceeds the mean speed because both molecules move. For a velocity whose three components are Gaussian with variance $s^2$, the mean magnitude is

$$\langle v\rangle=\frac{4\pi}{(2\pi s^2)^{3/2}}\int_0^\infty v^3e^{-v^2/2s^2}\,dv
=\frac{4\pi\,(2s^4)}{(2\pi s^2)^{3/2}}=s\sqrt{\frac8\pi}.$$

One factor $v$ in the integrand is the quantity averaged, and $4\pi v^2$ is the area of a shell in velocity space. For a single molecule $s^2=kT/m$. The difference of two independent Gaussian velocities is again Gaussian, and the variances add, so for the relative velocity $s^2=2kT/m$. Hence

$$\langle v\rangle=\sqrt{\frac{8kT}{\pi m}},\qquad
\langle g\rangle=\sqrt2\,\langle v\rangle .$$

Define the mean free path as mean speed divided by collision rate:

$$\lambda=\frac{\langle v\rangle}{\nu}
=\frac{\langle v\rangle}{n\pi d^2\sqrt2\,\langle v\rangle}
=\frac{1}{\sqrt2\,\pi d^2n}
=\frac{kT}{\sqrt2\,\pi d^2p}.$$

The mass has cancelled: lighter molecules move faster, but they also collide more often in the same proportion.

The counting argument was tested by placing molecules at random around a target, giving them random Maxwell velocities, and following straight trajectories. From 15,700 impacts the mean free path came out at 0.987 times the formula. The expected statistical error is about $1/\sqrt{15700}=0.8\%$, so the difference of 1.3% is compatible with chance.

## How large is a hydrogen molecule?

The remaining input is $d$. A real molecule has no hard surface, so its collision diameter must be estimated from the energy $V(R)$ of two molecules whose centres are a distance $R$ apart.

The relevant energy is that of relative motion. With reduced mass $m/2$ it equals $mg^2/4$. Relative speeds have the distribution $g^2e^{-mg^2/4kT}$, and the chance of a collision adds another factor $g$. Put $\varepsilon=mg^2/(4kT)$. Then $g^3dg$ is proportional to $\varepsilon\,d\varepsilon$, and the mean over collisions is

$$\frac{\langle mg^2/4\rangle_{\rm coll}}{kT}
=\frac{\int_0^\infty\varepsilon^2e^{-\varepsilon}d\varepsilon}
{\int_0^\infty\varepsilon e^{-\varepsilon}d\varepsilon}=\frac21=2.$$

At 300 K, $kT=25.85$ meV, so this energy is 51.7 meV. In a head-on encounter the molecules stop approaching where $V(R)=2kT$. That distance is a small estimate of $d$, since a glancing encounter has less energy along the line of centres. A large estimate is the distance where $V(R)=0$, inside which the pair energy is positive and rises steeply. Both are reasonable choices, and neither is a rigorous bound.

The pair energy was computed by second-order perturbation theory on a Hartree–Fock reference (MP2), in the aug-cc-pVDZ basis and with a fixed bond length of 0.075 nm. Each single molecule was given the basis functions of its partner as well, so that the pair gains no artificial binding from having a larger basis.

The energy also depends on orientation. Let $z$ be the line of centres and place each molecular axis in turn along $x$, $y$ and $z$. Of the nine combinations, one is collinear (L), four are T-shaped (T), two are parallel (H) and two are crossed (X), so

$$V=\frac{V_L+4V_T+2V_H+2V_X}{9}.$$

Reversing a molecular axis leaves H$_2$ unchanged, so the angular terms are of even order. A second-order term has the form $\sum_{ij}Q_{ij}e_ie_j$, where $\mathbf e$ is the axis direction and $Q$ has zero trace. Summed over the three directions it gives the trace of $Q$, which vanishes. Fourth-order terms can survive. As a test of their size, the axes were placed along the diagonals of a cube instead. At $R=0.25$ nm this gave 58.46 meV, against 58.37 meV from the first set.

The two criteria give $d=0.253$ nm and $d=0.329$ nm in this basis; neither is converged in the third digit, and a larger basis reduces both, as shown below. I take the round value $d=0.27$ nm, which lies between them and nearer to the repulsive turning point.

## The number and its uncertainty

The density is $n=1.207\times10^{21}$ m$^{-3}$, and the cross-section is $\pi d^2=\pi(0.270\times10^{-9}\,\mathrm m)^2=2.29\times10^{-19}$ m$^2$. Therefore

$$\lambda=\frac{1}{\sqrt2\,(2.29\times10^{-19}\,\mathrm{m^2})
(1.207\times10^{21}\,\mathrm{m^{-3}})}
=2.56\times10^{-3}\,\mathrm m .$$

The mean free path is about 2.6 mm at 5 Pa, or 37.5 mTorr. With a mean speed of 1775 m/s, each molecule collides about $7\times10^5$ times per second.

Since $\lambda\propto d^{-2}$, the two diameter criteria turn this into a range:

$$2.56\left(\frac{0.270}{0.329}\right)^2\simeq1.7\ \mathrm{mm},\qquad
2.56\left(\frac{0.270}{0.253}\right)^2\simeq2.9\ \mathrm{mm}.$$

"A few millimetres" is thus a fair description, and a third digit would have no physical meaning.

The pair energy has its own error. For the T-shaped pair at 0.25 nm, the larger aug-cc-pVTZ basis lowers the MP2 energy from 54.27 to 45.71 meV, or by 16%. Replacing MP2 by coupled cluster with single and double excitations, in the smaller basis, gives 54.46 meV, and adding perturbative triple excitations lowers this to 52.05 meV, or by 4%. At this distance the basis therefore matters more than the method. Near the zero crossing both matter: at 0.31 nm the average over the diagonal set falls from 3.3 meV to 1.3 meV in the larger basis, and to 2.2 meV with triples in the smaller one. If the averaged energy fell by the same 16%, the turning point would move inwards by about 0.005 nm, because $V$ changes by a factor of about two over 0.02 nm in this region. The corresponding path would grow by about 4%. The zero crossing lies on a flat part of the curve and is more sensitive: in the larger basis it moves inwards by about 0.01 nm, to roughly 0.32 nm, which raises the lower end of the range from 1.7 mm to between 1.8 and 1.9 mm. Triple excitations move it further in the same direction.

## What the Knudsen number means for a gap

Consider two wide parallel walls a distance $L$ apart. If the chance of a collision per unit length is $1/\lambda$, the probability $P(s)$ of travelling a distance $s$ without one obeys

$$\frac{dP}{ds}=-\frac P\lambda,\qquad P(0)=1,
\qquad\text{so}\qquad P(s)=e^{-s/\lambda}.$$

Let molecules leave one wall diffusely, with a flux per solid angle proportional to $\cos\theta$, where $\theta$ is measured from the normal. The integral of $\cos\theta$ over the hemisphere is $\pi$. With $\mu=\cos\theta$, the normalised share in $d\mu$ is therefore $(1/\pi)\,\mu\,2\pi\,d\mu=2\mu\,d\mu$. The oblique path across the gap has length $L/\mu$, so the fraction that crosses without a collision is

$$F=2\int_0^1\mu\,e^{-L/(\lambda\mu)}\,d\mu .$$

Substitute $t=1/\mu$, for which $\mu\,d\mu=-dt/t^3$. The minus sign is absorbed by exchanging the limits:

$$F=2\int_1^\infty\frac{e^{-xt}}{t^3}\,dt=2E_3(x),\qquad
x=\frac L\lambda=\frac1{\mathrm{Kn}} .$$

The function $E_3$ is the exponential integral of order three, defined by this integral.

Two limits show how $F$ scales. For a narrow gap, $x\ll1$, expand the exponential in the first form to leading order:

$$F\simeq2\int_0^1\mu\left(1-\frac x\mu\right)d\mu=1-2x .$$

Nearly all molecules cross freely, and the few collisions grow in proportion to the gap. For a wide gap, $x\gg1$, the integral over $t$ is dominated by values just above 1, where $t^{-3}\simeq1$. Then

$$F\simeq2\int_1^\infty e^{-xt}dt=\frac{2e^{-x}}x,$$

and direct crossing becomes exponentially rare.

The result was tested at $L=\lambda$ by simulating diffuse emission and giving each molecule a chance of 0.001 to collide in every step of length $0.001\lambda$. The simulated fraction was 0.2188, and the formula gives 0.219.

For the example, with $\lambda=2.56$ mm taken as the free path of every molecule, whatever its speed:

| Gap (mm) | Kn | $F$ |
|---:|---:|---:|
| 0.1 | 26 | 0.93 |
| 1 | 2.6 | 0.52 |
| 3 | 0.85 | 0.17 |
| 10 | 0.26 | 0.006 |
| 100 | 0.026 | $5\times10^{-19}$ |

In the 1 mm gap, about half of the emitted molecules reach the other wall directly and half collide first. Neither group can be neglected, which is the physical content of the word transitional.

At $\mathrm{Kn}=10$, $F=0.83$, and wall collisions dominate. At $\mathrm{Kn}=0.1$, $F$ is only of order $10^{-5}$, yet the gas is still not an ordinary viscous fluid throughout. Within about one mean free path of a wall, many molecules still have the velocities with which they left it, and these need not follow the distribution of the nearby gas. Two such layers occupy $2\lambda/L=0.2$ of the gap. A small $F$ alone is therefore not enough to justify a continuum description.

## Which gaps are transitional?

The condition $0.1<\lambda/L<10$ is equivalent to

$$\frac{\lambda}{10}<L<10\lambda,
\qquad\text{here}\qquad 0.26\ \mathrm{mm}<L<26\ \mathrm{mm}.$$

Smallness by itself does not make a gap transitional. A 0.1 mm gap is free-molecular by this convention, whereas a 100 mm gap lies on the slip-flow side, where a viscous description with corrections at the walls becomes appropriate. Allowing for both diameter estimates, gaps from about 0.3 to 17 mm are transitional with either choice.

At fixed $T$ and $d$, the window moves as $1/p$. The path is 6.4 mm at 2 Pa and 1.3 mm at 10 Pa, so a 20 mm gap is transitional at 2 Pa but not at 10 Pa. At fixed pressure and diameter, $\lambda\propto T$, because warmer gas is less dense: at 400 K and 5 Pa the path is 3.4 mm. In a sealed volume with fixed $n$, by contrast, the hard-sphere path does not change with temperature.

## Comparison with a scanner, and limits of the model

Extreme-ultraviolet scanners operate with a hydrogen background of roughly a few pascals, so the example lies in a realistic regime. A real machine departs from the assumption of one uniform pressure and temperature, since gas is supplied, pumped and locally heated. The numbers above give the scale of the consequence: going from 300 to 400 K at fixed pressure and diameter lengthens the path by a third, and a local pressure of 2 Pa instead of 5 Pa lengthens it by a factor of 2.5. The real effect of heating is somewhat larger, since more energetic molecules approach each other more closely and so have a smaller collision diameter. The Knudsen number should therefore be evaluated with local conditions and with the dimension across which the flow varies.

Giving all molecules the same free path is another approximation. A molecule of speed $v$ has path $v/(n\pi d^2\langle g\rangle_v)$, where $\langle g\rangle_v$ is its mean speed relative to the gas. Including this dependence, and weighting emitted molecules by their flux, changes $F$ at $\mathrm{Kn}=1$ from 0.219 to 0.232, a relative increase of 6%. In wider gaps the error grows, because the few molecules that cross are mostly fast ones, whose path is longer than $\lambda$ and tends to $\sqrt2\,\lambda$ in the limit of very high speed. The table entry for 10 mm rises from 0.006 to 0.009, and the value at $\mathrm{Kn}=0.1$ by a factor of 3.6. The entry for 100 mm is too small by about three orders of magnitude for this reason, and shows only that direct crossing is negligible there.

Quantum effects are modest for this estimate. Confining an encounter to a width $d$ introduces a transverse momentum of order $\hbar/d$. Compared with the relative momentum $(m/2)\langle g\rangle$, this gives a diffraction angle of about 0.09 rad. Classical paths are adequate for strong deflections, but not for counting very small ones. Quantum degeneracy is negligible: the number of molecules in a cube of one thermal wavelength is $4\times10^{-10}$. In the smaller basis, the deepest attraction at the sampled distances is 5% of $kT$. A larger basis deepens it (at 0.34 nm, from $-0.7$ to about $-1.6$ meV, or 6% of $kT$, in aug-cc-pVTZ), so this figure is not converged, but at this size attraction is a correction to the repulsive collisions that set $d$.

Finally, $\lambda$ describes hydrogen moving through hydrogen. For a trace contaminant of mass $M$, the variance of the relative velocity is $kT(1/m+1/M)$. Dividing its mean speed by its collision rate gives

$$\lambda_c=\frac{\sqrt{1/M}}{n\pi d_c^2\sqrt{1/m+1/M}}
=\frac{1}{n\pi d_c^2\sqrt{1+M/m}},$$

where $d_c$ is the centre distance at contact. Setting $M=m$ and $d_c=d$ recovers the earlier factor $\sqrt2$. A heavy contaminant thus has a shorter path between collisions than a hydrogen molecule if $d_c\geq d$. Each collision, however, changes its velocity by at most $2mg/(M+m)$. For $M\gg m$, $g$ is of the order of the hydrogen speed, which is $\sqrt{M/m}$ times the contaminant's own, so the relative change is at most of order $2\sqrt{m/M}$. Many collisions are then needed to erase its direction, and the hydrogen Knudsen number does not by itself tell how well a gap holds such a molecule back.

The full set of computed values is given in the numerical output.

## Computed values

```
pressure: 5.0 Pa = 37.5 mTorr
temperature: 300 K; kT = 25.85 meV
chosen collision diameter: 0.270 nm
H2 mass: 3.3471e-27 kg
number density: 1.207e+21 m^-3
mean speed: 1775 m/s
mean relative speed: 2510 m/s
relative/mean speed, quadrature: 1.41421
mean collision energy: 2.0000 kT
collision rate per molecule: 6.941e+05 s^-1
mean free path: 2.56 mm
counted/formula mean free path: 0.9874
impacts counted: 15700
H2 bond length used: 0.075 nm
MP2 pair energy at 0.21 nm: 240.71 meV
MP2 pair energy at 0.23 nm: 121.19 meV
MP2 pair energy at 0.25 nm: 58.37 meV
MP2 pair energy at 0.28 nm: 16.92 meV
MP2 pair energy at 0.31 nm: 3.14 meV
MP2 pair energy at 0.34 nm: -0.74 meV
MP2 pair energy at 0.38 nm: -1.40 meV
second orientation set, 0.25 nm: 58.46 meV
diameter from V = 2kT: 0.253 nm
diameter from V = 0: 0.329 nm
path range from them: 1.72 to 2.91 mm
transitional gaps: 0.256 to 25.6 mm
gap 0.1 mm: Kn = 25.58, F = 0.928
gap 1 mm: Kn = 2.558, F = 0.522
gap 3 mm: Kn = 0.8526, F = 0.174
gap 10 mm: Kn = 0.2558, F = 0.00613
gap 100 mm: Kn = 0.02558, F = 4.98e-19
Kn = 10: F = 0.833
Kn = 1: F = 0.219
Kn = 0.1: F = 7.1e-06
two wall layers at Kn = 0.1: 0.20 of gap
F at Kn = 1, simulated: 0.2188
F at Kn = 1, speed-dependent path: 0.2319
density times diameter cubed: 2.38e-08
degeneracy n Lambda^3: 4.32e-10
diffraction angle scale: 0.093 rad
deepest sampled attraction / kT: 0.054
T pair, 0.25 nm, MP2 double-zeta: 54.27 meV
T pair, 0.25 nm, MP2 triple-zeta: 45.71 meV
T pair, 0.25 nm, CCSD double-zeta: 54.46 meV
path at 2 Pa, 300 K: 6.39 mm
path at 10 Pa, 300 K: 1.28 mm
path at 5 Pa, 400 K, same d: 3.41 mm
```
